# Why ions tilt near a wafer edge

**Question.** A wafer and the ring around it sit on one radiofrequency electrode beneath a uniform plasma. Far from their common edge, ions arrive vertically. Why do they arrive at an angle near the edge, how do a difference in capacitance and a difference in height combine to set that angle, and how large is it?

**Answer.** A vertical electric field cannot turn a vertically moving ion. Tilt needs a sideways field somewhere along the ion's path through the sheath, the layer of positive space charge between plasma and surface.

The upper boundary of this layer stands where the ion charge below it can support the local sheath voltage. Its height above the electrode therefore depends on the height of the solid surface and on the voltage across the sheath. If these place the boundary at different heights over the wafer and over the ring, it must bend between them. Equipotentials below it bend too, and ions receive a sideways impulse.

**The model and its signs**

Let $x$ point from wafer to ring, with the edge at $x=0$, and let $u$ be the depth below the flat sheath boundary of an undisturbed wafer. The electric potential is $-\psi$, with $\psi=0$ at the boundary and $\psi=V$ at the wafer. Thus $V$ is a positive mean sheath voltage. A positive angle $\theta$ points towards the ring. The ring surface is higher than the wafer by $h$; a worn ring can have $h<0$.

The ions are cold, singly charged and collisionless, and respond to the time-averaged field. Their flux into the sheath is the same on both sides. The edge is straight, and the electron temperature $T_e$, expressed in volts, is much smaller than $V$. Electrons inside the mean sheath are neglected.

For a planar sheath, energy conservation gives $v=\sqrt{2e\psi/M}$, where $M$ is the ion mass. With constant current density $J=env$, Poisson's equation is

$$\psi''=\frac{en}{\epsilon_0}=\frac{J}{\epsilon_0}\sqrt{\frac{M}{2e}}\,\psi^{-1/2}.$$

Multiply by $\psi'$ and integrate from the boundary, where potential and field vanish:

$$\frac{(\psi')^2}{2}=\frac{2J}{\epsilon_0}\sqrt{\frac{M}{2e}}\,\psi^{1/2}.$$

Taking the square root, separating variables and integrating again gives $\psi^{3/4}\propto u$, hence

$$\psi_0=V\left(\frac us\right)^{4/3},\qquad \psi_0'(s)=\frac{4V}{3s}.$$

For ions supplied at the Bohm speed, $J=en_s\sqrt{eT_e/M}$, where $n_s$ is the density at the sheath edge. With $\lambda_D^2=\epsilon_0T_e/(en_s)$, the coefficient in Poisson's equation becomes $T_e^{3/2}/(\sqrt2\,\lambda_D^2)$. The second integration then reads

$$\frac43V^{3/4}=2s\left(\frac{T_e^{3/2}}{\sqrt2\,\lambda_D^2}\right)^{1/2},\qquad
s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}.$$

At fixed density and electron temperature, a small voltage change therefore alters the thickness by $\delta s=(3s/4V)\,\delta V$.

**How capacitance changes the boundary**

Between the electrode and each exposed surface lies a dielectric layer of thickness $d$ and relative permittivity $\varepsilon$. Per unit area its capacitance is $C=\epsilon_0\varepsilon/d$. Approximate the sheath capacitance by $C_s=\epsilon_0/s$. The same charge crosses both series capacitors, so their voltage amplitudes are inversely proportional to their capacitances.

Take the mean sheath voltage to be proportional to the radiofrequency amplitude across the sheath, with the same factor for wafer and ring. The common electrode drive, expressed as an equivalent mean voltage $V_e$, then obeys

$$V_e=V(1+A),\qquad A=\frac{C_s}{C}=\frac{d}{\varepsilon s}.$$

A thicker dielectric under the ring has a larger $A$ and leaves less voltage across the ring sheath. The sheath thickness responds in turn. At fixed drive, differentiation gives

$$d\ln V+\frac{A}{1+A}\,d\ln A=0,\qquad d\ln A=-\frac34d\ln V-d\ln C.$$

Substitute the second relation into the first and multiply by $1+A$:

$$\left(1+\frac A4\right)d\ln V=A\,d\ln C,\qquad
\frac{d\ln V}{d\ln C}=\frac{A}{1+A/4}.$$

When $A\ll1$ the layer passes nearly all the voltage and the sensitivity is small, about $A$.

**How height and voltage become one length**

Let the ring voltage be $V+\delta V$. Its surface lies at depth $s-h$, because raising it brings it closer to the plasma. Write $\psi=\psi_0+\psi_1$. The wall condition to first order is

$$\psi_0(s)-h\psi_0'(s)+\psi_1(s)=V+\delta V.$$

Since $\psi_0(s)=V$,

$$\psi_1(s)=\delta V+\frac{4V}{3s}h
=\frac{4V}{3s}\left(h+\frac{3s}{4V}\delta V\right)
=\frac{4V}{3s}\Delta,$$

where

$$\Delta=h+s_{\rm ring}-s_{\rm wafer}.$$

The length $\Delta$ is the difference in height between the two sheath boundaries far from the edge. Height and capacitance thus enter the linear theory through one combination. A voltage deficit over the ring can be compensated by raising the ring until $\Delta=0$. This cancels the first-order disturbance. It does not remove the local field of a real gap or vertical riser, where moving the wall condition to a flat plane is not justified.

**Why the boundary is a curve and not a step**

The step in the wall condition acts on the boundary through space charge. To find the response, measure length in $s$, $\psi$ in $V$, velocity in $\sqrt{2eV/M}$, and density in $\epsilon_0V/(es^2)$. Then

$$v^2=\psi,\qquad \nabla^2\psi=n,\qquad \nabla\cdot(n\mathbf v)=0.$$

The planar solution is $\psi_0=u^{4/3}$, $v_0=u^{2/3}$ and $n_0=\frac49u^{-2/3}$.

In these units Newton's law is $\mathbf v\cdot\nabla\mathbf v=\frac12\nabla\psi=\nabla(v^2/2)$. The identity $\mathbf v\cdot\nabla\mathbf v=\nabla(v^2/2)-\mathbf v\times(\nabla\times\mathbf v)$ then requires $\mathbf v\times(\nabla\times\mathbf v)=0$. In two-dimensional flow the curl is perpendicular to the velocity, so it must vanish wherever the ions move. We may write $\mathbf v=\nabla S$.

Consider a ripple $S_1(u)e^{ikx}$. Linearising energy, Poisson's equation and continuity gives

$$\psi_1=2v_0S_1',\qquad n_1=\psi_1''-k^2\psi_1,$$

$$(v_0n_1+n_0S_1')'-k^2n_0S_1=0.$$

Insert one term $S_1=a u^p$. Then $\psi_1=2pa\,u^{p-1/3}$, and the vertical flux disturbance is

$$ap\left[2\left(p-\tfrac13\right)\left(p-\tfrac43\right)+\tfrac49\right]u^{p-5/3}-2k^2pa\,u^{p+1/3}.$$

The bracket equals $2(p-1)(p-\frac23)$. After differentiation, the continuity equation contains

$$2ap(p-1)\left(p-\tfrac23\right)\left(p-\tfrac53\right)u^{p-8/3}
-k^2a\left[2p\left(p+\tfrac13\right)+\tfrac49\right]u^{p-2/3}.$$

With $k=0$ there are four possible starting powers. The power $p=0$ gives transverse velocity at the boundary, $p=1$ gives a nonzero starting field, and $p=\frac53$ gives extra ion flux. Ions starting from rest on an equipotential, with zero field and a prescribed uniform flux, exclude all three.

The remaining power, $p=\frac23$, is a displacement of the boundary: raising it by $\delta$ changes $S_0(u)$ to $S_0(u+\delta)$, whose first-order change is $v_0\delta=u^{2/3}\delta$. Successive powers must differ by two for the terms to cancel. Thus

$$S_1=\delta_k\sum_{m=0}^{\infty}a_mk^{2m}u^{2m+2/3},\qquad a_0=1.$$

For $m\ge1$, with $p=2m+\frac23$ and $q=p-2$, cancellation gives

$$\frac{a_m}{a_{m-1}}=
\frac{q^2+q/3+2/9}{p(p-1)(p-2/3)(p-5/3)}.$$

Define two sums at the wall,

$$F(k)=\sum_m a_mk^{2m},\qquad
G(k)=\sum_m\frac{3p}{2}a_mk^{2m}.$$

Since $v_0(1)=1$, $\psi_1(1)=2S_1'(1)=\frac43\delta_kG$. The wall condition is $\psi_1(1)=\frac43\Delta_k$, so

$$\delta_k=\frac{\Delta_k}{G(k)}.$$

The recurrence gives $a_1=\frac1{10}$, hence $G=1+0.4k^2+\cdots$. All coefficients are positive, so shorter ripples reach the boundary more weakly. A sharp step at the wall becomes a smooth bend at the top of the sheath.

**From the curved boundary to the transverse impulse**

In ordinary units the horizontal field is $E_x=\partial_x\psi$. To first order an ion can be followed down its undisturbed vertical path, for which $dt=du/v_0$. Its transverse velocity is

$$v_x=\frac eM\int E_x\,dt.$$

In the scaled units this becomes

$$v_x=\frac12\int_0^1\frac{\partial_x\psi_1}{v_0}\,du
=\int_0^1\partial_xS_1'\,du=\partial_xS_1(1),$$

because $S_1(0)=0$. The vertical speed at the wall is one, so the small tilt angle is

$$\theta_k=ik\Delta_k\frac{F(k)}{G(k)}.$$

For a wall profile that varies slowly over many sheath thicknesses, $F/G\to1$ and the angle is simply $\partial_x\Delta$. The boundary follows the profile, and ions leave perpendicular to it. For shorter variations the angle is an integral over the whole descent, not a reading of the boundary slope directly above.

For a step, $ik\Delta_k$ is the constant $\Delta$. Restoring the length $s$ gives

$$\theta(x)=\frac{\Delta}{s}\,g\!\left(\frac xs\right),\qquad
g(\xi)=\frac1\pi\int_0^\infty\cos(\kappa\xi)\frac{F(\kappa)}{G(\kappa)}\,d\kappa.$$

The sign is now visible. If the boundary is lower over the ring, $\Delta<0$, and ions tilt inward, towards the wafer centre. If it is higher there, they tilt outward.

Since $F(0)/G(0)=1$, the area under $g$ is one, and therefore

$$\int_{-\infty}^{\infty}\theta\,dx=\Delta.$$

In this linear model the mismatch fixes the total area of the tilt profile; space charge fixes how it is spread.

Far from the edge, the spread follows from the zero of $G(iq)$ with the smallest positive $q$, which is $q_1=1.767$. Closing the Fourier integral around the corresponding pole gives

$$g(\xi)\simeq B e^{-q_1|\xi|},\qquad
B=-\frac{F(iq_1)}{\left.dG(iq)/dq\right|_{q_1}}=0.827.$$

The decay length is $s/q_1$, about 0.57 sheath thicknesses. A test at $|\xi|=2$ found the full integral and this exponential equal within 2%.

Very near the edge the opposite limit applies. For large $\kappa$ the disturbance grows towards the wall as $e^{\kappa u}$, so $S_1'(1)\simeq\kappa S_1(1)$. From $\frac43G\delta_k=2S_1'(1)$ it follows that $F/G\simeq2/(3\kappa)$. The integral then grows as $-(2/3\pi)\ln|\xi|$. This infinite peak belongs to an ideal discontinuity. The formula must not be used at distances comparable with the gap or with $|h|$.

**Does the linear boundary model survive a fuller calculation?**

A nonlinear two-dimensional calculation kept Boltzmann electrons and let ions enter at the Bohm speed. It used periodic voltage steps, smoothed over about $0.35s$, with period $6s$. The part of the tilt that reverses with the step was compared with the linear formula.

At $V/T_e=333$, with a mismatch of 7% of $s$, the largest deviation was 2.3% of the peak tilt. At four times that voltage ratio, with a mismatch of 2% of $s$, it was 1.2%. Removing a correction proportional to $(T_e/V)^{1/2}$ left less than 0.1%. The part that does not reverse with the step was 0.8% of the peak linear tilt in the first case.

Height was tested with the same solutions. Any equipotential can be replaced by a conducting wall of that shape without altering the flow above it, since the ions move downward. On the surface at 90% of the mean wall voltage, the longest ripple gave 0.937 of the predicted tilt at $V/T_e=333$, and 1.001 after the same extrapolation. The single length $\Delta$ is thus a limit for $V\gg T_e$; at the lower voltage ratio the height response for this ripple is about 6% weaker than the formula says.

**A nitrogen plasma with a worn ring**

Take N$_2^+$ ions, a wafer sheath of $V=1000$ V, $T_e=3$ eV and a sheath-edge density of $5.0\times10^{10}\ \mathrm{cm^{-3}}$. The Debye length is 0.0576 mm, so

$$s_{\rm wafer}=\frac{\sqrt2}{3}(0.0576)\left(\frac{2000}{3}\right)^{3/4}\mathrm{mm}=3.56\ \mathrm{mm}.$$

The dielectric is 1.0 mm thick under the wafer and 3.0 mm under the ring, with $\varepsilon=9.8$, a rough value for alumina. For the wafer $A=1.0/(9.8\times3.56)=0.0287$. Solving the voltage and thickness relations together for the ring gives $A=0.0898$ and

$$V_{\rm ring}=1000\,\frac{1.0287}{1.0898}\ \mathrm V=944\ \mathrm V,\qquad
s_{\rm ring}=3.41\ \mathrm{mm}.$$

Weaker coupling therefore contributes $-0.151$ mm to the mismatch. The ring is also worn to 0.10 mm below the wafer. Hence

$$\Delta=-0.151-0.100=-0.251\ \mathrm{mm}.$$

At 2 mm inside the wafer edge, $|x|/s=0.562$ and $g=0.307$. The angle is

$$\theta=\frac{-0.251}{3.56}(0.307)=-0.0216\ \mathrm{rad}=-1.24^\circ.$$

Of this, $-0.74^\circ$ comes from capacitance and $-0.49^\circ$ from height. If a hole 5000 nm deep follows the ion direction, its bottom is displaced inward by $5000\tan1.24^\circ\simeq108$ nm.

The single exponential gives $0.827e^{-1.767\times0.562}=0.307$ here, so it already describes the profile at this distance. Its decay length is 2.0 mm. The full formula gives $-2.07^\circ$ at 1 mm, $-0.75^\circ$ at 3 mm and $-0.28^\circ$ at 5 mm.

The boundary directly above the 2 mm position slopes by $-1.48^\circ$, more than the ions tilt. The far tail shows why the two differ: there the angle is the boundary slope multiplied by $F(iq_1)=1-q_1^2/10+\cdots$, which is below one. At 2 mm and farther out, reading the angle from the local boundary would overestimate it. Very near the edge the order reverses, because the angle for an ideal step grows without limit while the boundary slope stays finite.

With the drive, plasma and layers unchanged, the mismatch vanishes when the ring stands about 0.15 mm above the wafer. A ring flush with the wafer is not the neutral position in this example, because its sheath is thinner.

**What can move these numbers**

The largest simplification is Child's law for the mean sheath. At high radiofrequency, electrons sweep in and out of the layer and partly cancel the ion charge. In the standard collisionless model with a sinusoidal current, the sheath at the same mean voltage is thicker by a factor $\sqrt{50/27}=1.36$ when $V\gg T_e$, and by about 1.5 in this example. If the capacitance is still taken as $\epsilon_0/s$, the mismatch hardly changes, but the tilt spreads farther from the edge; the larger capacitance of such a sheath is treated in the next paragraph. If the shape of $g$ is kept as a rough guide, the angle at 2 mm changes by only about a tenth, while at 5 mm it grows from $-0.28^\circ$ to about $-0.4^\circ$.

Another uncertain input is the sheath capacitance. If the electron edge sweeps over a frozen Child ion profile, the ratio of the fundamental charge and voltage amplitudes is 1.28 times $\epsilon_0/s$. Applying this factor to both sheaths changes the capacitance part from $-0.151$ to $-0.192$ mm. The mismatch becomes $-0.292$ mm, and the tilt at 2 mm grows by 16% to about $-1.44^\circ$.

The mean-field assumption is approximate at the chosen 40.68 MHz, where an ion crosses the Child sheath in 5.2 periods, and a thicker sheath in more. A simple estimate multiplies the whole sheath field by $1+\sin\omega t$. Ions entering at different phases then arrive with 882 to 1124 eV. For the slowest-decaying part of the field, their tilt lies between 0.945 and 1.067 times its steady value. The edge thus adds a mean angle to the ion spectrum, while the oscillation broadens both energy and angle.

At 5 mTorr and 300 K, a rough cross section of $4\times10^{-19}\ \mathrm{m^2}$ gives a mean free path of 15.5 mm. About 20% of the ions then collide in a sheath of the Child thickness, and nearly 30% in one 1.5 times thicker. The formula does not describe their angles. Ions with a transverse temperature of 0.05 eV have a root-mean-square angular spread along $x$ of about $0.29^\circ$, comparable with the mean tilt at 5 mm. Wafer curvature is a smaller matter: $s$ is 2.4% of a 150 mm radius.

The mean voltage between ring and wafer is 56 V. If both sheaths are fully modulated in phase, the peak difference is a little over twice this, below the rough few hundred volts of direct-current gas breakdown between metal surfaces. That comparison does not cover a radiofrequency gap already open to the plasma.

The example is illustrative, and two features of real reactors need care. A mean voltage near 1000 V may instead be driven at a few megahertz or less. At 2 MHz the transit of the Child sheath would take about a quarter of a period, and that of a thicker sheath somewhat longer. Ions would then largely follow the instantaneous sheath voltage, so the mean-field angle could not be used as it stands.

Real plasmas also need not have equal density over wafer and ring. At fixed sheath voltage and electron temperature, $s\propto n_s^{-1/2}$. A density 5% lower over the ring would thicken its sheath by about 2.6%, or 0.09 mm. That would cancel about one third of the boundary mismatch found here, but less of the tilt, because unequal ion flux also changes the response. For surfaces at the same height, the area under the tilt profile is the change across the edge in $\int v\,du$, divided by the wall speed; a height step adds $h$ to it. At fixed voltage this integral is $\frac35s$ times the wall speed, so the area changes by only three fifths of the boundary shift. About one fifth of the total tilt area is cancelled. This shows that a ring height chosen for one plasma condition need not suit another.

The calculated values are collected in the numerical output below.

## Computed values

```
Wafer mean sheath voltage: 1000 V
Electron temperature: 3.0 eV
Sheath-edge density: 5.0e+10 cm^-3
Wafer, ring layer thickness: 1.0, 3.0 mm
Layer relative permittivity (rough): 9.8
Debye length: 0.0576 mm
Wafer sheath thickness: 3.561 mm
Ring sheath voltage: 943.9 V
Ring sheath thickness: 3.411 mm
Ring loading A = C_s/C: 0.0898
Sensitivity d ln V / d ln C: 0.0878
Capacitance part of Delta: -0.151 mm
Height part of Delta: -0.100 mm
Boundary mismatch Delta: -0.251 mm
Ring height for zero mismatch: 0.151 mm
Decay number q1: 1.7673
Tail amplitude of g: 0.8274
Tilt decay length: 2.015 mm
Area under g: 0.9996
1 mm inside edge: tilt -2.074 deg, shift in 5000 nm hole -181.1 nm
2 mm inside edge: tilt -1.237 deg, shift in 5000 nm hole -108.0 nm
3 mm inside edge: tilt -0.753 deg, shift in 5000 nm hole -65.7 nm
5 mm inside edge: tilt -0.279 deg, shift in 5000 nm hole -24.4 nm
g at 2 mm: 0.3066
Capacitance tilt at 2 mm: -0.744 deg
Height tilt at 2 mm: -0.493 deg
Boundary slope angle at 2 mm: -1.483 deg
2D tilt deviation at example V/Te: 2.3 %
2D tilt deviation at four times V/Te: 1.2 %
2D deviation after extrapolation: 0.0 %
Height-response ratio at example V/Te: 0.937
Height-response ratio, extrapolated: 1.001
Boundary-response ratio, extrapolated: 0.999
Second-order tilt / peak linear tilt: 0.8 %
RF frequency: 40.68 MHz
Ion transit time in RF periods: 5.24
RF arrival energy range: 882 to 1124 eV
RF tilt / steady tilt: 0.945 to 1.067
Sheath capacitance factor, moving edge: 1.280
Capacitance part with that factor: -0.192 mm
Gas: 5.0 mTorr, 300 K; rough cross section 4.0e-19 m^2
Ion mean free path: 15.5 mm
Fraction colliding in sheath: 20.5 %
Thermal angle for 0.05 eV ions: 0.286 deg
Sheath thickness / 150 mm wafer radius: 2.4 %
Wafer-ring mean voltage difference: 56.1 V
```
